# Does nonexponential deprotection prove that resist sites have different fixed rates?

**Question**

I follow the loss of protecting groups in a uniformly exposed, chemically amplified resist film during the post-exposure bake. If $P(t)$ is the fraction of sites still protected, a plot of $-\ln P$ against time starts as a straight line, bends over and seems to approach a plateau. A colleague says that this proves static heterogeneity: some sites are permanently fast, some slow and some unreactive. I had thought of the acid being lost during the bake. Can the curve decide between us? If not, what could?

**Answer**

The mean curve cannot decide. In one simple case the two explanations give the same function of time, so better data on that curve would not help. I will derive the equality first, because its derivation shows which further experiments can separate the explanations and which cannot.

**Acid loss with identical sites**

Let $a(t)$ be the number of acids per volume. Assume that the acid is well mixed, so that all sites see the same $a(t)$; that it is a catalyst, not consumed by deprotection; and that both deprotection and acid loss are first order, at constant temperature:

$$\frac{dP}{dt}=-k\,a\,P,\qquad \frac{da}{dt}=-q\,a .$$

The second equation gives $a=a_0e^{-qt}$. Dividing the first by $P$ and integrating from $P(0)=1$,

$$-\ln P=k a_0\int_0^t e^{-qt'}dt'=\frac{k a_0}{q}\left(1-e^{-qt}\right).$$

With $m=ka_0/q$ and $r=q$,

$$P(t)=\exp\left[-m\left(1-e^{-rt}\right)\right]. \tag{1}$$

At early times, when both $rt\ll1$ and $m(rt)^2\ll1$, this is close to $e^{-mrt}$, an exponential with rate $mr=ka_0$. At long times it levels off at $e^{-m}$, because the acid has gone before the sites have.

**Frozen rates with no acid loss**

Now let the acid last for ever, and give each site a permanent rate $nr$, where $n=0,1,2,\dots$ is Poisson distributed with mean $m$. A site of class $n$ survives with probability $e^{-nrt}$, so the mean is

$$P=\sum_{n=0}^{\infty}e^{-m}\frac{m^n}{n!}e^{-nrt}
=e^{-m}\sum_{n=0}^{\infty}\frac{(me^{-rt})^n}{n!}
=e^{-m}e^{me^{-rt}} .$$

This is equation (1) again, at all times. The plateau $e^{-m}$ now has another meaning: it is the fraction of sites with $n=0$, which never react.

For a set of frozen first-order rates, $P(t)$ is the Laplace transform of the rate distribution, and a Laplace transform known for all $t\ge0$ fixes its distribution. The Poisson set is therefore the only frozen distribution that reproduces (1). That is a statement about the mathematical curve; noisy data over a finite time leave more freedom.

**Numbers**

Take $a_0=0.05$ nm$^{-3}$, $k=1$ nm$^3$/s, $q=0.02$ s$^{-1}$ and a 60 s bake at 383 K (110 °C). Then $ka_0=0.05$ s$^{-1}$ and $m=0.05/0.02=2.5$. At 60 s, $rt=1.2$ and

$$P=\exp[-2.5(1-e^{-1.2})]=0.174 .$$

An exponential with the same initial rate would give $e^{-3}=0.050$. At 120 s the values are 0.103 and 0.0025, and the plateau is $e^{-2.5}=0.082$. In the static reading, the fractions of sites with rates $0,r,2r,3r,4r$ are 0.082, 0.205, 0.257, 0.214 and 0.134.

**Why permanent rates look like disappearing acid**

Consider any frozen distribution $g(\lambda)$ of site rates $\lambda$. Define the apparent rate $h=-d\ln P/dt$. Since $P=\int g\,e^{-\lambda t}d\lambda$,

$$h=\frac{\int\lambda g\,e^{-\lambda t}d\lambda}{\int g\,e^{-\lambda t}d\lambda}=\langle\lambda\rangle_t ,$$

the mean rate of the sites that survive at time $t$. Differentiating the numerator gives $-\langle\lambda^2\rangle_t$, and differentiating the denominator gives $+\langle\lambda\rangle_t^2$, so

$$\frac{dh}{dt}=-\left(\langle\lambda^2\rangle_t-\langle\lambda\rangle_t^2\right)\le0 .$$

The apparent rate falls because fast sites leave the pool first. In the Poisson case the weights of the survivors are proportional to $(me^{-rt})^n/n!$. They are again Poisson, with mean $me^{-rt}$. Hence $h=mre^{-rt}$ and the variance is $mr^2e^{-rt}$. At 60 s these are 0.0151 s$^{-1}$ and $3.0\times10^{-4}$ s$^{-2}$. Acid loss gives $h=ka_0e^{-qt}$, the same function.

Two general conclusions follow. Any frozen distribution of first-order rates with a finite mean can be imitated by identical sites in a falling acid density $a(t)=h(t)/k$. But a period in which $h$ rises cannot come from frozen rates alone; something else, such as a warming wafer, must act.

The correspondence is not special to first-order loss. Suppose acid disappears by a second-order process with initial fractional rate $r$, so that $a=a_0/(1+rt)$. Then, with $m=ka_0/r$,

$$-\ln P=ka_0\int_0^t\frac{dt'}{1+rt'}=m\ln(1+rt),\qquad P=(1+rt)^{-m}.$$

A gamma distribution of frozen rates, $g=\lambda^{m-1}e^{-\lambda/r}/[\Gamma(m)r^m]$, gives

$$\int_0^\infty g\,e^{-\lambda t}d\lambda=r^{-m}\left(\frac1r+t\right)^{-m}=(1+rt)^{-m},$$

again the same. With the initial rates of the example, $P(60\text{ s})=0.139$. Going from first-order to second-order loss changes the equivalent distribution but does not remove the ambiguity. An exact match does not exist for every loss law, however. In zero-order loss the acid runs out at a finite time and the reaction stops completely, whereas a frozen set that contains reactive sites never quite stops.

**The two explanations are ends of one family**

A physical origin for the Poisson number is the count of acids within reach of a site. Let that count have mean $\mu$. Each acid deprotects the site at rate $\kappa$ while it lives, and dies at rate $q$. The acids stay in place and act independently.

Consider one acid. If it is still alive at $t$ (probability $e^{-qt}$), the site has survived its action with probability $e^{-\kappa t}$. If it died at $\tau<t$, the factor is $e^{-\kappa\tau}$. On average,

$$f=e^{-(\kappa+q)t}+\int_0^t q\,e^{-(\kappa+q)\tau}d\tau
=1-\frac{\kappa}{\kappa+q}\left[1-e^{-(\kappa+q)t}\right].$$

With $N$ acids the factor is $f^N$, and the Poisson average of $f^N$ is $e^{-\mu(1-f)}$. Thus $P$ has the form (1), now with

$$r=\kappa+q,\qquad m=\frac{\mu\kappa}{\kappa+q}.$$

Define the static share $s=\kappa/(\kappa+q)$. Then $\kappa=sr$, $q=(1-s)r$ and $\mu=m/s$. The value $s=1$ is the frozen picture without loss. The limit $s\to0$ at fixed $m$ and $r$ has many acids in reach, each acting weakly, and recovers uniform acid loss. The mean curve fixes $m$ and $r$ but says nothing about $s$. You and your colleague could both be partly right, in any proportion.

**Changing the dose may not help**

Suppose acid density is proportional to dose, and double it with the bake held fixed. In the loss picture $m=ka_0/q$ doubles and $r$ stays the same. For frozen acid counts the mean count doubles and the rate per acid stays the same. Both give $P(60\text{ s})=0.174^2=0.030$.

Heterogeneity can instead belong to the sites themselves, for example through their local environment. I will call this the intrinsic case: $n$ is unchanged and each rate is proportional to acid density. Doubling the dose then only doubles the speed, so $P(60\text{ s})$ becomes the old $P(120\text{ s})=0.103$. If $-\ln P$ doubles with the dose at a fixed time by which the original curve has clearly bent, this version is excluded. On the straight early part all the versions give a doubling, so the test says nothing there. The opposite result, a curve that only runs twice as fast, would not prove it. In second-order acid loss the initial fractional rate $r$ is proportional to $a_0$, so doubling the dose doubles $r$, leaves $m=ka_0/r$ unchanged and gives $(1+2rt)^{-m}$, which is also the old curve at twice the speed.

The dose test also needs active acid that is proportional to dose. Added base makes the active acid rise faster than the dose, which can produce a false doubling of $-\ln P$ in the intrinsic case, but only while $-\ln P$ is below half its plateau value $m$, since a faster curve cannot exceed $m$. In the example this means $rt<\ln2$, or $t<35$ s; at 30 s the active acid would have to rise 3.9-fold, and at 60 s no speed-up suffices. A nearly exhausted acid generator has the opposite effect and can hide a true doubling.

A second exposure between two bakes also fails to separate first-order loss from frozen counts. Let the first bake last $t_1$, let the new exposure add acid that would by itself give $m_1$, and let the second bake last $u$. In the loss picture the second bake starts with the remaining old acid plus the new acid, so

$$-\ln P=m(1-e^{-rt_1})+(me^{-rt_1}+m_1)(1-e^{-ru})$$

$$=m\left[1-e^{-r(t_1+u)}\right]+m_1(1-e^{-ru}).$$

For frozen counts, a site with $n$ old and $n'$ new acids survives with probability $e^{-nr(t_1+u)}e^{-n'ru}$. Averaging over the two independent Poisson numbers gives the same last line. For two 60 s bakes and equal exposures, both predict $P=0.018$. The intrinsic case without acid loss has doubled rates in the second bake, equivalent to 180 s at the original dose, and gives 0.088.

So if fresh acid revives a reaction that had reached its plateau, permanently unreactive sites cannot account for the whole plateau, but frozen acid counts still can.

**Changing the temperature can help**

In the loss picture the plateau is set by $m=ka_0/q$. With activation energies $E_k$ for deprotection and $E_q$ for loss, and the dose held fixed,

$$\frac{m(T_2)}{m(T_1)}=\exp\left[\frac{E_k-E_q}{k_B}\left(\frac1{T_1}-\frac1{T_2}\right)\right].$$

For round values $E_k=1.2$ eV and $E_q=0.6$ eV, going from 383 K to 393 K raises $m$ from 2.5 to 3.97. The plateau falls from 0.082 to 0.019. For frozen counts with a fixed reach, heating speeds up the approach but leaves the plateau at 0.082.

This test has three conditions. The bake must be long enough to reach a true plateau. At 60 s, heating lowers $P$ in both pictures, from 0.174 to 0.034 with acid loss and to 0.093 for frozen counts. A curve that is still creeping down, as with a broad permanent spread of activation energies among the sites, also shifts on heating without any acid loss. If $E_k=E_q$, neither picture shifts the plateau. If the reach of an acid changes with temperature, frozen counts can shift it too. A shift is then evidence against a fixed set of counts, not by itself proof of acid loss.

**Pairs of sites carry the missing information**

The mean curve treats sites one at a time. Take two sites so close that they share all their acids, and let $P_2$ be the probability that both are still protected. Assume that reaction of one does not alter the rate of the other. While both are protected, each acid ends this state at rate $2\kappa$, so replace $\kappa$ by $2\kappa$ in the family result:

$$-\ln P_2=\frac{2\mu\kappa}{2\kappa+q}\left[1-e^{-(2\kappa+q)t}\right]
=\frac{2m}{1+s}\left[1-e^{-(1+s)rt}\right],$$

where $\mu\kappa=mr$ and $2\kappa+q=(1+s)r$ were used. Subtracting this from $-2\ln P$,

$$\ln\frac{P_2}{P^2}=2m\left[(1-e^{-rt})-\frac{1-e^{-(1+s)rt}}{1+s}\right]. \tag{2}$$

At $s=0$ this vanishes: the sites react independently in a common acid density. At $s=1$, writing $x=e^{-rt}$, it becomes $m[2(1-x)-(1-x^2)]=m(1-x)^2$. In between it rises steadily with $s$, because $(1-e^{-cy})/c=\int_0^y e^{-cz}dz$ falls as $c$ grows. At 60 s:

| $s$ | acids in reach | $P_2$ | $\ln(P_2/P^2)$ |
|---|---|---|---|
| 1 | 2.5 | 0.103 | 1.22 |
| 0.5 | 5 | 0.062 | 0.71 |
| 0.1 | 25 | 0.036 | 0.16 |
| limit 0 | unlimited | 0.030 | 0 |

$P$ is 0.174 in every row. A measurement sensitive to neighbouring protected groups could therefore distinguish cases that the mean curve cannot, but the table applies only to acids that stay in place, with perfect mixing as its limit. Mobile acids with a short reach also leave a correlation: with acid loss, a 1 nm reach, $k=1$ nm$^3$/s and a diffusion coefficient of 1 nm$^2$/s, a pair sharing the same reach has $\ln(P_2/P^2)=0.23$ at 60 s. Intrinsic site differences give no correlation if neighbours differ independently, and can imitate frozen counts if neighbours share the same rate. An independent measurement of surviving acid would also help, since it addresses $q$ directly.

**Can acid counts stay frozen in a real bake?**

Frozen counts need acids that hardly move. In the example they also need a definite reach: a mean count of 2.5 at 0.05 nm$^{-3}$ requires a volume of 50 nm$^3$, a sphere of radius 2.3 nm. With a diffusion coefficient $D=1$ nm$^2$/s, the rms displacement in 60 s is $\sqrt{6Dt}=19$ nm.

To include motion, let $w(\mathbf x,t)$ be the probability that an acid starting at $\mathbf x$ would, acting alone, have deprotected a site at the origin by time $t$. Its complement $u=1-w$ changes by diffusion, falls at rate $\kappa$ if the acid starts within reach, and is reset to 1 if the acid dies:

$$\frac{\partial u}{\partial t}=D\nabla^2u-\kappa\chi u+q(1-u),$$

where $\chi$ is 1 within reach and 0 outside. Substituting $u=1-w$ and changing all signs,

$$\frac{\partial w}{\partial t}=D\nabla^2w+\kappa\chi(1-w)-qw,\qquad w(\mathbf x,0)=0 .$$

For independent acids placed at random, the same Poisson average as before gives $-\ln P=a_0\int w\,dV$. If $w\ll1$ within reach, $1-w$ can be replaced by 1. Integrating over space then removes the diffusion term and leaves $dW/dt=k-qW$, with $W=\int w\,dV$ and $k=\kappa V$ for reach volume $V$. Its solution $W=(k/q)(1-e^{-qt})$ returns equation (1), which shows what "well mixed" requires.

I solved the full equation on spherical shells with implicit time steps. First remove acid loss and use the 2.3 nm reach, with $\kappa=0.02$ s$^{-1}$. The result at 60 s is 0.174 for $D=0$, 0.158 for $D=0.001$ nm$^2$/s and 0.055 for $D=1$ nm$^2$/s. The last is close to the exponential value of 0.050. Motion lets each site sample many acids, so their initial local counts lose their importance. With this reach and rate, frozen counts cannot explain strong curvature if the acid is that mobile. A larger reach at the same $\kappa$, or a faster reaction within the same reach, leaves more of a bend; a larger reach at the same $k=\kappa V$ leaves less. A faster reaction mainly adds an early transient: with the 2.3 nm reach and $D=1$ nm$^2$/s, even a thousandfold larger $\kappa$ lowers $h$ by only 12% between 15 and 60 s, against 59% for frozen counts. Intrinsic differences between sites are not excluded by this argument.

Now restore acid loss and give the mobile acid a 1 nm reach, keeping $k=1$ nm$^3$/s and $D=1$ nm$^2$/s. Then $P(60\text{ s})=0.199$, against 0.174 for well-mixed acid. Halving the mesh spacing and time step together changes this by about $10^{-4}$. Yet equation (1) still fits the curve over the 60 s bake to within 0.002 in $P$, with $m=2.27$ and $r=0.0206$ s$^{-1}$. A good fit therefore does not show that the fitted $m$ is the well-mixed $ka_0/q$.

**How far the example is from a real resist**

The parameters are round values in the rough regime of a 248 nm resist with ester protection; they describe no particular product. The acid loss is deliberately strong: $1-e^{-1.2}$, or 70%, disappears in one bake. Real films break the assumption of constant temperature. For a wafer warming from 296 K with a time constant of 3 s, and the activation energies above, $P(60\text{ s})$ rises from 0.174 to 0.212 in the loss picture and to 0.199 for frozen rates. The former rises more because $-\ln P=\int(k/q)\,(-da)$, and $k/q$ is smaller while the wafer is cool: acid lost then has done less work. Warm-up thus breaks the exact equality when $E_k$ and $E_q$ differ, but a small difference of this kind is useful only if the temperature history and both activation energies are known.

Acids may also be created in clusters, which matters more when one absorbed photon makes several, as in extreme-ultraviolet exposure. If frozen acids came in pairs at the same mean density, there would be $m/2$ pairs, each acting at $2r$, and $P(60\text{ s})$ would be $\exp[-(m/2)(1-e^{-2rt})]=0.321$. For such pairs, with both acids always in reach of the same sites, the form of the curve survives, but its parameters no longer count single acids. If the number of acids per cluster varies, the form itself changes. Neutralization by added base, and changes of $k$ as the polymer deprotects, are left out and could matter in a real film.

For your data, the bend excludes identical sites reacting by first-order kinetics at constant temperature in a constant, uniform acid density. It does not say which of these conditions failed. I would first vary the dose, within a range where active acid is proportional to it, to test for intrinsic site multipliers, and then compare plateaus at two temperatures. The most direct test of what remains is to measure the surviving acid during the bake. The correlation between neighbouring sites can add evidence, provided that acid motion and intrinsic site differences are allowed for.

All numerical values are calculated from the stated model.
